# Drifting second sound in phonon gases with one or several branches

## 1. One branch, one speed

Take an isotropic solid with a single phonon branch $\omega=vk$, where $k=|\mathbf k|$. Let $n(\mathbf k,x,t)$ be the mode occupation, varying in space along $x$ only, and let $\theta$ be the angle between $\mathbf k$ and the $x$ axis. A phonon carries energy $\hbar\omega$, crystal momentum $\hbar\mathbf k$ and velocity $v\cos\theta$ along $x$. Write $\sum$ for $\int d^3k/(2\pi)^3$. The energy density and its flux are

$$E=\sum\hbar\omega\,n,\qquad Q=\sum\hbar\omega\,v\cos\theta\,n,$$

and the density of $x$ momentum and its flux along $x$ are

$$P=\sum\hbar k\cos\theta\,n,\qquad \Pi=\sum\hbar k\cos\theta\;v\cos\theta\,n .$$

Since $\omega=vk$, the energy flux is $Q=v^2P$ for any $n$. For the same reason $\Pi=\sum\hbar\omega\cos^2\theta\,n$. Suppose that collisions keep $n$ close to an isotropic distribution plus a small part odd in $\cos\theta$. The odd part drops out of $\Pi$, and the isotropic part gives the angular average $\overline{\cos^2\theta}=1/3$. Hence $\Pi=E/3$.

If collisions conserve both energy and crystal momentum, then

$$\frac{\partial E}{\partial t}+v^2\frac{\partial P}{\partial x}=0,\qquad
\frac{\partial P}{\partial t}+\frac13\frac{\partial E}{\partial x}=0 .$$

Differentiate the first equation in time and use the second to replace $\partial P/\partial t$:

$$\frac{\partial^2E}{\partial t^2}=\frac{v^2}{3}\frac{\partial^2E}{\partial x^2},\qquad c=\frac{v}{\sqrt3}.$$

This is second sound: a wave of energy density, and so of temperature. The factor 3 comes from the average of $\cos^2\theta$, that is, from phonons moving in all directions.

With several branches the relation $Q=v^2P$ is lost, because each branch has its own ratio of energy flux to momentum. One must then know how the momentum is shared, and for that the distribution itself is needed.

## 2. The drifting distribution

A Normal collision conserves energy and crystal momentum without help from a reciprocal lattice vector. Consider two phonons 1 and 2 merging into phonon 3, and the reverse process. The net rate is proportional to

$$n_1n_2(n_3+1)-(n_1+1)(n_2+1)n_3 .$$

Try $n=1/(e^X-1)$, for which $n/(n+1)=e^{-X}$. Dividing the rate by $(n_1+1)(n_2+1)(n_3+1)$ leaves $e^{-X_1-X_2}-e^{-X_3}$. This vanishes if $X_1+X_2=X_3$, which holds when $X$ is a linear combination of the conserved quantities:

$$n=\frac{1}{e^X-1},\qquad X=\frac{\hbar\omega-\hbar k_xu}{k_BT}.$$

No chemical potential appears, because phonon number is not conserved. The parameter $u$ has the dimension of velocity and is called the drift. It describes a bias of the phonon gas and not a flow of matter. Branches that exchange energy and momentum through Normal collisions share one $T$ and one $u$.

We assume that Normal collisions are fast enough to maintain this form at each point, with $T$ and $u$ varying slowly in $x$ and $t$. Resistive collisions (Umklapp processes and defect scattering) are left out until section 6.

## 3. Balance laws for any isotropic branches

From here on, $\sum$ includes a sum over branches. The Boltzmann equation is

$$\frac{\partial n}{\partial t}+v_x\frac{\partial n}{\partial x}=\left(\frac{\partial n}{\partial t}\right)_{\rm coll},\qquad v_x=\frac{\partial\omega}{\partial k_x}.$$

Multiply it by $\hbar\omega$ and sum, then by $\hbar k_x$ and sum. Both collision sums vanish by conservation:

$$\frac{\partial E}{\partial t}+\frac{\partial Q}{\partial x}=0,\qquad
\frac{\partial P}{\partial t}+\frac{\partial\Pi}{\partial x}=0,$$

with $Q=\sum\hbar\omega v_xn$ and $\Pi=\sum\hbar k_xv_xn$.

Now let the temperature be $T+\delta T$, with $\delta T$ and $u$ small. Because $dn/dX=-n(n+1)$ and

$$\delta X=-\frac{\hbar\omega}{k_BT}\frac{\delta T}{T}-\frac{\hbar k_xu}{k_BT},$$

the change of occupation is

$$\delta n=g\left(\hbar\omega\frac{\delta T}{T}+\hbar k_xu\right),\qquad g=\frac{n_0(n_0+1)}{k_BT},$$

where $n_0$ is the Bose distribution at $u=0$. Under $\mathbf k\to-\mathbf k$, $\omega$ and $g$ are even while $k_x$ and $v_x$ are odd, so sums with an odd number of odd factors vanish. Define

$$C=\frac1T\sum g(\hbar\omega)^2,\qquad B=\sum g\,\hbar\omega\,v_x\,\hbar k_x,\qquad M=\sum g(\hbar k_x)^2 .$$

$C$ is the heat capacity per volume. Inserting $\delta n$ in the four moments gives

$$\delta E=C\,\delta T,\quad \delta P=Mu,\quad \delta Q=Bu,\quad \delta\Pi=B\,\frac{\delta T}{T}.$$

The same sum $B$ appears in both fluxes: the drift carries heat, and a temperature rise carries momentum flux. The balance laws become

$$C\frac{\partial\,\delta T}{\partial t}+B\frac{\partial u}{\partial x}=0,\qquad
M\frac{\partial u}{\partial t}+\frac BT\frac{\partial\,\delta T}{\partial x}=0 .$$

Differentiate the first in time and substitute $\partial u/\partial t$ from the second:

$$\frac{\partial^2\delta T}{\partial t^2}=c^2\frac{\partial^2\delta T}{\partial x^2},\qquad
c^2=\frac{B^2}{T\,C\,M}.$$

So far the branches may be dispersive.

## 4. Several linear branches

Let branch $s$ have $\omega=v_sk$, so that $v_x=v_s\cos\theta$ and $k_x=(\omega/v_s)\cos\theta$. Its heat capacity $C_s$ satisfies $\sum_{\mathbf k}g(\hbar\omega)^2=TC_s$, with the sum restricted to that branch. In $B$ the speed cancels, since $v_xk_x=\omega\cos^2\theta$. In $M$ a factor $1/v_s^2$ remains. With $\overline{\cos^2\theta}=1/3$,

$$B=\frac T3\sum_sC_s=\frac{TC}{3},\qquad M=\frac T3\sum_s\frac{C_s}{v_s^2}.$$

Therefore

$$c^2=\frac{T^2C^2/9}{TC\,(T/3)\sum_sC_s/v_s^2}
=\frac13\,\frac{\sum_sC_s}{\sum_sC_s/v_s^2}.$$

For one branch $C_s$ cancels and $c=v/\sqrt3$ returns. The integrals over $k$ were not needed, so a Debye cutoff does not change the one-branch result at any temperature, as long as momentum is conserved.

With the heat-capacity shares $p_s=C_s/C$ the result reads

$$\frac1{3c^2}=\sum_s\frac{p_s}{v_s^2}.$$

This is an average of $1/v_s^2$, so $c$ lies between $v_{\min}/\sqrt3$ and $v_{\max}/\sqrt3$. Slow branches count more, because at a given energy a slow phonon carries more crystal momentum, and $M$ is the inertia of the wave.

**Low temperature.** If $k_BT$ is far below each cutoff energy, the $k$ integral can run to infinity. With $d^3k/(2\pi)^3\to k^2dk/(2\pi^2)$ and $y=\hbar v_sk/k_BT$,

$$C_s=\frac{k_B}{2\pi^2}\left(\frac{k_BT}{\hbar v_s}\right)^3\int_0^\infty\frac{y^4e^y}{(e^y-1)^2}\,dy .$$

Integration by parts turns the integral into $4\int_0^\infty y^3/(e^y-1)\,dy=4\pi^4/15$. Hence

$$C_s=\frac{2\pi^2k_B^4T^3}{15\,\hbar^3v_s^3},\qquad
c^2=\frac13\,\frac{\sum_sv_s^{-3}}{\sum_sv_s^{-5}} .$$

The temperature has cancelled from $c$.

**The Debye mean speed.** The low-temperature heat capacity of $N$ branches can be written with one speed $v_D$, defined by $v_D^{-3}=N^{-1}\sum_sv_s^{-3}$. This speed may not be put into $v/\sqrt3$ when the branches differ. Let $a_s=v_s^{-3}$ and let a bar denote the plain average over branches. The function $a^{5/3}$ is convex, so $\overline{a^{5/3}}\ge\bar a^{\,5/3}$, and

$$c^2=\frac13\,\frac{\bar a}{\overline{a^{5/3}}}\le\frac13\,\bar a^{-2/3}=\frac{v_D^2}{3}.$$

Equality requires equal speeds. The heat capacity fixes the third inverse moment of the speeds, whereas second sound also needs the fifth.

**Higher temperature.** If the branches share a cutoff wavenumber $k_c$, their heat capacities become equal when $k_BT$ is far above all cutoff energies, and $c^2\to N/(3\sum_sv_s^{-2})$. This limit is formal: Umklapp collisions then destroy crystal momentum quickly, and the starting assumption fails.

## 5. Drift and heat flux in the wave

In a wave moving towards positive $x$, all quantities depend on $x-ct$, so $\partial/\partial t=-c\,\partial/\partial x$. The energy equation becomes $-cC\,\delta T+Bu=0$, with the constant set to zero because $u$ vanishes with $\delta T$. For linear branches $B=TC/3$, and

$$u=3c\,\frac{\delta T}{T},\qquad Q=Bu=C\,c\,\delta T .$$

In this undamped wave the heat flux is in phase with the temperature; damping shifts the phase, by about 3° in the example of section 8. In Fourier conduction it would follow the temperature gradient instead.

## 6. Loss of crystal momentum

Let resistive collisions remove momentum at the rate $P/\tau_R$ while conserving energy, with $\tau_R$ common to all modes. If Normal collisions are much faster, the drifting distribution survives and only the momentum balance changes:

$$M\frac{\partial u}{\partial t}+\frac BT\frac{\partial\,\delta T}{\partial x}=-\frac{Mu}{\tau_R}.$$

For plane waves $e^{i(qx-\Omega t)}$ with real $q$, the energy equation gives $u=\Omega C\,\delta T/(qB)$. Inserting this in the momentum equation,

$$\left(-i\Omega+\frac1{\tau_R}\right)\frac{M\Omega C}{qB}+\frac{iqB}{T}=0 .$$

Multiply by $iqB/(MC)$:

$$\Omega^2+\frac{i\Omega}{\tau_R}=c^2q^2,\qquad
\Omega=-\frac{i}{2\tau_R}\pm\sqrt{c^2q^2-\frac1{4\tau_R^2}} .$$

The negative imaginary part means decay in time. The wave propagates if $q>1/(2c\tau_R)$. At much longer wavelengths the slow root is $\Omega\approx-ic^2\tau_Rq^2$, which is diffusion of heat with diffusivity $c^2\tau_R$.

## 7. Damping by the Normal collisions themselves

Normal collisions need a finite time to restore the drifting distribution, and this also damps the wave. Consider linear branches and a relaxation time $\tau_N$ common to all modes. Put $\mu=\cos\theta$ and write

$$\delta n=g\,\hbar\omega\,\psi .$$

Because $k_x/\omega=\mu/v_s$, the drifting distribution corresponds to $\psi=\delta T/T+u\mu/v_s$, which does not depend on $\omega$. We may therefore look for modes in which $\psi$ depends on $\mu$ and $s$ alone. Define the average

$$\langle f\rangle=\sum_sp_s\,\frac12\int_{-1}^1f\,d\mu .$$

Energy is proportional to $\langle\psi\rangle$ and momentum to $\langle\psi\mu/v_s\rangle$. Relaxation that conserves both is $-(\psi-\mathcal P\psi)/\tau_N$, where $\mathcal P$ is the orthogonal projector onto the functions $1$ and $\mu/v_s$. With $A=v_s\mu$, plane waves obey

$$\Omega\psi=qA\psi-\frac{i}{\tau_N}(1-\mathcal P)\psi .$$

Split $\psi=\phi+\chi$ with $\phi=\mathcal P\psi$ and $\chi=(1-\mathcal P)\psi$. To leading order in $qv_s\tau_N$, the part of the equation outside the conserved space gives $\chi=-iq\tau_N(1-\mathcal P)A\phi$. The part inside is then

$$\Omega\phi=q\mathcal PA\phi-i\tau_Nq^2\,\mathcal PA(1-\mathcal P)A\phi .$$

The first term gives the undamped wave. Since $\langle\mu^2/v_s^2\rangle=\frac13\sum_sp_s/v_s^2=1/(9c^2)$, the projections are

$$\mathcal PA\,1=\frac{\langle\mu^2\rangle}{\langle\mu^2/v_s^2\rangle}\frac{\mu}{v_s}=3c^2\frac{\mu}{v_s},\qquad
\mathcal PA\,\frac{\mu}{v_s}=\mathcal P\mu^2=\frac13 .$$

It follows that $e=(1+3c\mu/v_s)/\sqrt2$ satisfies $\mathcal PAe=ce$ and $\langle e^2\rangle=\frac12(1+9c^2/9c^2)=1$. This is again the ratio $u=3c\,\delta T/T$.

The second term shifts $\Omega$ by its expectation value in $e$, by first-order perturbation theory. The shift is $-i\Gamma_N$ with

$$\Gamma_N=\tau_Nq^2\left[\langle A^2e^2\rangle-\langle(\mathcal PAe)^2\rangle\right]
=\tau_Nq^2\left[\langle A^2e^2\rangle-c^2\right].$$

Odd powers of $\mu$ average to zero, and $\langle\mu^4\rangle=1/5$, so

$$\langle A^2e^2\rangle=\frac12\left(\frac{\langle v^2\rangle}{3}+\frac{9c^2}{5}\right),\qquad
\Gamma_N=\tau_Nq^2\left(\frac{\langle v^2\rangle}{6}-\frac{c^2}{10}\right),$$

where $\langle v^2\rangle=\sum_sp_sv_s^2$. For one branch $\Gamma_N=\frac{2}{15}v^2\tau_Nq^2$.

The same calculation shows what momentum conservation does. If collisions with time $\tau$ conserve energy only, the projector keeps just the function $1$. The first-order term is then $q\langle v_s\mu\rangle=0$, and the second-order term gives

$$\Omega=-\frac{i}{3}\langle v^2\rangle\tau q^2 .$$

At long wavelength this slow mode is diffusive, and there is no temperature wave.

## 8. A model solid at 10 K

SI units are used, as they suit laboratory lengths and times. The model has one longitudinal branch with speed 6000 m/s and two transverse branches with 3000 m/s. The common cutoff is $k_c=10^{10}\ \mathrm{m^{-1}}$. The lower cutoff energy, that of the transverse branches, corresponds to $\hbar v_sk_c/k_B=229$ K, so at 10 K the cutoff has no visible effect on these linear branches.

**Speed.** The sums over the three branches are $\sum v_s^{-3}=7.870\times10^{-11}\ \mathrm{s^3/m^3}$ and $\sum v_s^{-5}=8.359\times10^{-18}\ \mathrm{s^5/m^5}$. Thus

$$c=\sqrt{\frac{7.870\times10^{-11}}{3\times8.359\times10^{-18}}}\ \mathrm{m/s}=1772\ \mathrm{m/s}.$$

This is close to the transverse value $3000/\sqrt3=1732$ m/s, since the longitudinal branch holds only $p_L=0.0588$ of the heat capacity. The Debye mean speed is 3365 m/s, and $v_D/\sqrt3=1943$ m/s exceeds $c$ by 9.7 % of $c$.

Evaluating the $C_s$ by quadrature at 60 K gives the formal value 1821 m/s. The rise reflects a larger longitudinal share: $p_L$ starts at 1/17 and tends to 1/3 at high temperature, and $c$ increases with $p_L$.

At 60 K dispersion changes the speed far more than this shift of shares does. Replace each branch by $\omega=(2v_sk_c/\pi)\sin(\pi k/2k_c)$, which has the same sound speed. Numerical integration of $C$, $B$ and $M$ then gives 676 m/s at 60 K. Two factors lower $c$. With $\varphi=\pi k/2k_c$, the product $v_xk_x$ in $B$ equals $\omega\cos^2\theta\;\varphi\cot\varphi$, and $\varphi\cot\varphi<1$, so $B<TC/3$. In $M$ one has $k_x^2=\omega^2\cos^2\theta\;\varphi^2/(v_s^2\sin^2\varphi)$, and $\varphi/\sin\varphi>1$, so $M>(T/3)\sum_sC_s/v_s^2$. Both factors tend to 1 only when the thermally occupied modes have small $\varphi$. The linear formula is therefore a low-temperature result for such branches, and the temperature must be lower than the cutoff alone suggests: the same integration gives 1602 m/s at 10 K, 1741 m/s at 5 K and 1767 m/s at 2 K, against 1772 m/s for linear branches. The numbers that follow refer to the linear model.

**Amplitudes.** The low-temperature formula gives $C=3209\ \mathrm{J/(m^3\,K)}$. For $\delta T=1$ mK,

$$u=3\times1772\times10^{-4}\ \mathrm{m/s}=0.53\ \mathrm{m/s},$$

$$Q=3209\times1772\times10^{-3}\ \mathrm{W/m^2}=5.7\times10^3\ \mathrm{W/m^2}.$$

The drift is far below the sound speeds, as linearisation requires.

**Frequency and damping.** Choose $\tau_N=1$ ns, $\tau_R=1$ µs and a wavelength of 1 mm, so $q=6283\ \mathrm{m^{-1}}$. The resistive damping rate is $1/(2\tau_R)=5.00\times10^5\ \mathrm{s^{-1}}$. With $\langle v^2\rangle=1.059\times10^7\ \mathrm{m^2/s^2}$, the bracket in $\Gamma_N$ is $1.451\times10^6\ \mathrm{m^2/s^2}$, and

$$\Gamma_N=10^{-9}\times6283^2\times1.451\times10^6\ \mathrm{s^{-1}}=5.73\times10^4\ \mathrm{s^{-1}}.$$

To leading order the two small rates add, giving $5.57\times10^5\ \mathrm{s^{-1}}$. The square root in section 6 gives an angular frequency of $1.112\times10^7\ \mathrm{s^{-1}}$, or 1.77 MHz. In one period the amplitude falls by the factor $\exp(-5.57\times10^5/1.77\times10^6)\approx0.73$, so the wave is visible but clearly damped.

These leading-order values can be compared with the full relaxation model. Add $-(\psi-\langle\psi\rangle)/\tau_R$ to the collision term of section 7, represent $\psi$ at 24 Gauss–Legendre angles per branch, and diagonalise the resulting matrix. The wave mode has angular frequency $1.112\times10^7\ \mathrm{s^{-1}}$ and damping rate $5.57\times10^5\ \mathrm{s^{-1}}$, the same to the digits given.

**Window.** Propagation needs $q>1/(2c\tau_R)=282\ \mathrm{m^{-1}}$, that is, a wavelength below 22 mm. At the short end, the formula for $\Gamma_N$ reaches $cq$ at a wavelength of about 5 µm. This figure lies outside the range of the formula, which assumes $qv_s\tau_N\ll1$. That product already reaches 1 at a wavelength $2\pi v_s\tau_N$, which is 38 µm for the longitudinal branch and 19 µm for the transverse ones, so the leading-order formulas lose accuracy at wavelengths of a few tens of µm. The loss is gradual. In the full relaxation model the phase speed is 1810 m/s at 38 µm and 1888 m/s at 19 µm, the damping lies 10 % and 25 % below the leading-order value, and a strongly damped mode persists down to about 4 µm. A weakly damped wave needs $\tau_N\ll\tau_R$ and a wavelength well inside the interval that these two times set. At the best wavelength the amplitude falls per period by the factor 0.83 for $\tau_N/\tau_R=10^{-3}$, 0.55 for $10^{-2}$ and 0.18 for $10^{-1}$. The two times are chosen for illustration and are common to all modes. In a real crystal they depend on mode and temperature, and the sample boundaries, left out here, also remove momentum.

**Without momentum conservation.** Let the 1 ns collisions conserve energy only. At the same wavelength the slow mode decays at $\langle v^2\rangle\tau q^2/3=1.39\times10^5\ \mathrm{s^{-1}}$ and does not oscillate. The collisions are as frequent as before, but the wave is gone.
